# Oxygen-Dependent Wulff Shapes of Oxide Crystals at Fixed Volume, part 2

We seek the equilibrium shape of a free-standing, unstrained rocksalt monoxide MO that exchanges oxygen with a gas at fixed metal content. The bulk is taken as stoichiometric, and edge energies are left out at first. Energies are in eV, lengths in nm. The oxygen chemical potential $\mu$ is measured from half an O₂ molecule at 0 K.

Facet $i$ has free energy $\gamma_i$, area $A_i$ and excess oxygen over metal $\Gamma_i$ per area, with $d\gamma/d\mu=-\Gamma$. Among terminations $k$, the lowest $\gamma_k^0-\Gamma_k\mu$ is selected. With thermal mixing of arrangements $s$, with energies $E_s$ and excess atom numbers $n_s$ on area $A$,
$$A\gamma=-kT\ln\Xi,\qquad \Xi=\sum_s e^{-(E_s-\mu n_s)/kT}.$$

The {111} surface cell has area $a_c=\sqrt3a^2/4$, with $a$ the lattice constant. Full O and full M terminations have excess $+1/2$ and $-1/2$ atom per cell and face. The octopolar one (outermost plane one quarter full, next three quarters) is stoichiometric. Uncompensated polar slabs give no usable $\gamma$.

At fixed volume $V$, $\Omega=\sum_i\gamma_iA_i$ is least for $\lambda W$, where $W$ has planes at distances $\gamma_i$, volume $V_W$ and facet areas $A_i^W$, and $\lambda=(V/V_W)^{1/3}$. Then
$$\Omega_{\min}=3V^{2/3}V_W^{1/3},\qquad A_f^W=\frac{\partial V_W}{\partial\gamma_f}.$$
For a cube, $\Omega_{\rm cube}=6\gamma_{100}V^{2/3}$.

A facet family $f$ is present when $\gamma_f<s_f$, where $s_f$ is the farthest extent, along its normal, of the polyhedron bounded by the other families. Next to {100} alone, {111} needs $\gamma_{111}<\sqrt3\gamma_{100}$. For {110},
$$\gamma_{110}<\min\left(\sqrt2\,\gamma_{100},\ \sqrt{3/2}\,\gamma_{111}\right).$$

Without {110}, write $g=\gamma_{100}$, $D=\sqrt3\gamma_{111}$ and $c=3g-D$, the leg of each corner cut. For $2g\le D\le3g$,
$$V_W=8g^3-\tfrac43(3g-D)^3 ,$$
$$A_{111}^W=4\sqrt3(3g-D)^2,\qquad A_{100}^W=24g^2-12(3g-D)^2.$$
For $g\le D\le2g$,
$$V_W=\tfrac43D^3-4(D-g)^3 ,$$
$$A_{111}^W=\sqrt3\left[4D^2-12(D-g)^2\right],\qquad A_{100}^W=12(D-g)^2 .$$
The cuboctahedron is at $D=2g$; {100} vanishes at $D=g$.

### Total excess oxygen

Although the shape changes with $\mu$, the slope of its free energy is simple. At fixed volume,
$$\frac{d\Omega_{\min}}{d\mu}=V^{2/3}V_W^{-2/3}\sum_i\frac{\partial V_W}{\partial\gamma_i}\frac{d\gamma_i}{d\mu}
=-\lambda^2\sum_iA_i^W\Gamma_i=-\sum_iA_i\Gamma_i ,$$
where $A_i=\lambda^2A_i^W$ are the real areas. The result is minus the total excess oxygen. Shape changes add no term, because the shape is already at its minimum. For the example below this was tested by finite differences at $\mu=-2.45$, $-1.2$ and $-0.7$ eV.

### From chemical potential to pressure and temperature

For an ideal gas of O₂ at pressure $P$, the volume per molecule is $kT/P$. With thermal wavelength $\Lambda=h_P/\sqrt{2\pi mkT}$, where $m$ is the molecular mass and $h_P$ Planck's constant, the molecular chemical potential is $-kT\ln[kTq/(P\Lambda^3)]$. The internal factor $q$ has three parts.

- The electronic ground state is a spin triplet, which gives 3.
- For the common isotope, only odd rotational levels $J$ exist. With energies $BJ(J+1)$ and weights $2J+1$, put $u=J(J+1)$. Steps of two in $J$ turn the sum into $\frac12\int_0^\infty e^{-Bu/kT}du=kT/2B$.
- Vibration with quantum $w$, counted from the ground state, gives $1/(1-e^{-w/kT})$.

An oxygen atom has half the chemical potential of the molecule:
$$\mu=\frac{kT}{2}\left[-\ln\left(\frac{kT}{P\Lambda^3}\,\frac{3kT}{2B}\right)+\ln\left(1-e^{-w/kT}\right)\right].$$
The molecular inputs are a bond length of 0.1207 nm and a vibration of 1580 cm⁻¹, both rough. A sum over anharmonic levels, or tabulated thermochemistry, lowers $\mu$ by about 0.001 eV at 700 to 1000 K. The last digit of the values of $\mu$ below is therefore uncertain, the threshold temperatures are uncertain by about 1 K, and the facet area just above onset by a few per cent of itself. At fixed temperature, $\mu$ changes by $\frac12kT\ln10$ per decade of pressure. This is 0.0992 eV at 1000 K. A threshold $\mu^*$ is reached at
$$P^*=P_1\exp\left[\frac{2(\mu^*-\mu_1)}{kT}\right],$$
where $\mu_1$ belongs to any reference pressure $P_1$ at the same temperature.

### Parameters of the example

The crystal is a rocksalt monoxide in the rough regime of NiO: $a=0.42$ nm, and a formation energy that puts the lower limit of oxide stability near $\mu=-2.5$ eV. The facet energies are round model values, not computed for NiO. They are $\gamma_{100}=6.0$ eV/nm² (0.96 J/m²) and $\gamma_{110}=10.0$ eV/nm², both stoichiometric. For {111}, in eV/nm² with $\mu$ in eV,
$$\gamma_O=1.0-6.546\mu,\qquad\gamma_{\rm oct}=11.0,\qquad\gamma_M=26.0+6.546\mu .$$
The slope is $\Gamma_O=0.5/0.07638=6.546$ nm⁻². The particle has the volume of a cube of side 100 nm.

The {110} facet is absent throughout: it would need an energy below at most $\sqrt2\times6.0=8.485$ eV/nm².

### Thresholds

The {111} facet needs $\gamma_{111}<\sqrt3\times6.0=10.392$ eV/nm². The octopolar termination, at 11.0, does not reach this. The O termination does above
$$\mu^*=\frac{1.0-10.392}{6.546}=-1.435\ \text{eV}.$$
It replaces the octopolar one earlier, at $(1.0-11.0)/6.546=-1.528$ eV. Between these two values the termination has changed but the equilibrium crystal is still a cube.

At 1000 K and 1 Torr, $\mu=-1.384$ eV, so the onset pressure is
$$P^*=\exp\left[\frac{2(-1.435+1.384)}{0.08617}\right]\text{Torr}\simeq0.31\ \text{Torr}.$$
At a fixed 760 Torr, the same facet is present below 1262 K.

The cuboctahedron, with $\gamma_{111}=6.928$ eV/nm², occurs at −0.906 eV. The {100} facets vanish above −0.376 eV. At 1000 K the ideal-gas formula would put this last threshold at about $10^{10}$ Torr, where the gas is far from ideal. The number is a fugacity, not a pressure: simple dense-fluid equations of state reach it at roughly 2 to 3 GPa. That is far beyond ordinary annealing and outside this model, which ignores the effect of pressure on the solid and the possible formation of higher oxides. At 760 Torr it corresponds to 395 K. The model contains no rates and does not say whether a crystal could reach equilibrium there.

On the metal-rich side, {111} reappears below −2.384 eV. That is only 0.12 eV above the rough stability floor, which is comparable with the larger corrections estimated below for the O-terminated onset. The floor is taken from a formation energy and leaves out the thermal free energies of oxide and metal, so it is itself uncertain at 1000 K: for Ni/NiO these terms put it near −2.64 eV, which widens the gap to about 0.26 eV. The reappearance follows from the chosen parameters but is not a reliable prediction for a material.

### One shape in full

At 1000 K and 150 Torr, $\mu=-1.168$ eV and $\gamma_{111}=1.0+6.546\times1.168\simeq8.647$ eV/nm². Then $D=14.98$ and $c=18-14.98=3.02$, both in eV/nm². In the same energy units,
$$V_W=8(6.0)^3-\tfrac43(3.02)^3\simeq1691 .$$
The scale is $\lambda=(10^6/1691)^{1/3}=8.39$ nm per eV/nm². The planes lie at 50.4 nm for {100} and 72.6 nm for {111}. The share of {111} in the total area is
$$\frac{4\sqrt3c^2}{24g^2-12c^2+4\sqrt3c^2}\simeq7.7\ \% .$$
The surface free energy is $3V^{2/3}V_W^{1/3}\simeq3.574\times10^5$ eV, against $3.600\times10^5$ eV for the cube. The {111} area holds about $2.9\times10^4$ excess oxygen atoms.

Other conditions give the following shares.

| $T$ (K) | $P$ (Torr) | $\mu$ (eV) | {111} share |
|---|---|---|---|
| 1000 | 0.001 | −1.682 | 0 |
| 1000 | 1 | −1.384 | 0.27 % |
| 1000 | 760 | −1.098 | 12.8 % |
| 700 | 150 | −0.778 | 58 % |

At 1 Torr the facet is already present in this model without edge energy, but the particle has gained only 18 eV out of 360000 eV. The edge energy estimated below, if equal for all edges, would cost more than this and remove the facet. Cooling from 1000 to 700 K at a fixed 150 Torr raises $\mu$ and carries the crystal past the cuboctahedron.

### Effects left out

The following estimates are for the O-terminated onset at 1000 K. They are sizes, not corrections to be added with confidence.

**Vibration of the excess oxygen.** A harmonic mode of quantum $w$ has free energy $F(w)=w/2+kT\ln(1-e^{-w/kT})$. Three modes of 50 meV give $3F=-0.137$ eV per excess atom. This changes $\gamma_O$ by $3F\Gamma_O$ and moves the onset by −0.137 eV.

**Softer {100} modes.** The {100} surface has one M and one O ion, hence six modes, per area $a^2/2$. Lowering their quanta from 50 to 45 meV changes $\gamma_{100}$ by −0.633 eV/nm². With {111} held fixed, the onset moves by $\sqrt3\times0.633/6.546=+0.168$ eV.

**Configurational entropy.** With one two-state site per cell, $N$ cells have $2^N$ arrangements. None has a weight larger than the best one, so $\Xi\le2^Ne^{-\min(E_s-\mu n_s)/kT}$. Mixing on such sites can therefore lower the free energy of a termination by at most $kT\ln2/a_c=0.782$ eV/nm². If the best arrangement keeps the full excess $\Gamma_O$ below the onset, this moves the onset of the O termination down by at most 0.119 eV. If sites can empty at little cost, the best arrangement there holds less oxygen, its energy rises more slowly as $\mu$ falls, and the shift can be larger. The octopolar termination has two partly filled planes, so a count with one site per cell need not bound its entropy. It lies only $11.0-10.392=0.608$ eV/nm² above the limit for {111}, and any larger lowering would make the facet present even without excess oxygen. To decide this, one would have to count the arrangements actually open to the octopolar surface.

**Edge energy.** Let $\varepsilon$ be the energy per length, taken equal for all edges. Cutting one corner of a cube with leg $s$ replaces edge length $3s$ by $3\sqrt2s$. It removes {100} area $3s^2/2$ and adds {111} area $\sqrt3s^2/2$. The lost volume $s^3/6$ must be restored elsewhere at a cost $d\Omega_{\rm cube}/dV=4\gamma_{100}V^{-1/3}=2\gamma_{100}/H$ per volume, where $H$ is the distance from centre to face. To leading order in $s/H$, the change per corner is
$$\Delta\Omega=\kappa s-Bs^2+Cs^3,$$
$$\kappa=3(\sqrt2-1)\varepsilon,\quad B=\tfrac{\sqrt3}{2}\left(\sqrt3\gamma_{100}-\gamma_{111}\right),\quad C=\frac{\gamma_{100}}{3H}.$$
The factor $\kappa-Bs+Cs^2$ first reaches zero when $B^2=4\kappa C$, at $s=\sqrt{\kappa/C}$. The facet now appears with a finite size. The required margin is
$$\sqrt3\gamma_{100}-\gamma_{111}=\frac{4}{\sqrt3}\sqrt{\kappa C}.$$
Dimensional reasoning suggests $\varepsilon\sim\gamma_{100}a=2.52$ eV/nm. With $H=50$ nm, the margin is 0.817 eV/nm², the onset moves by +0.125 eV, and the first cut has a leg of 8.8 nm. A scan of the fixed-volume energy, with full edge lengths, gave a margin of 0.819 eV/nm². The shift scales as $H^{-1/2}$, so smaller particles are affected more. Its size and sign depend on the assumption of equal edge energies. If the new, obtuse {100}/{111} edges cost $\varepsilon'$ and the cube edges $\varepsilon$, then $\kappa=3(\sqrt2\varepsilon'-\varepsilon)$. For $\varepsilon'=0.75\,\varepsilon$ the shift falls to about +0.05 eV and the facet survives at 1 Torr. For $\varepsilon'<\varepsilon/\sqrt2$, $\kappa$ is negative and small cuts are favoured even before the onset.

**Curvature.** From $\Omega_{\min}\propto V^{2/3}$, the surface free energy per added volume of crystal is $d\Omega_{\min}/dV=2/\lambda$, or $2\gamma_{100}/H$ for the cube. Multiplied by the formula-unit volume $a^3/4$, this adds 0.0044 eV per MO unit, which is negligible here. It is not the mechanical pressure inside the solid, which depends on surface stress.

A shift of 0.1 eV changes the onset pressure at 1000 K by a factor of 10. The larger effects differ in sign and partly cancel, but if those of one sign acted alone, the pressure would move by nearly three decades. The onset of 0.31 Torr is thus a result of the stated model, with no claim to that precision for a real oxide.

### Beside a real oxide

The lattice constant and formation energy are typical of NiO, and a {100} energy near 1 J/m² is a reasonable rough size for such an oxide. The {111} energies are the weak inputs. The chosen $\gamma_O$ implies that each excess oxygen atom gains $(11.0-1.0)/6.546=1.53$ eV when the octopolar surface becomes O-terminated, with the cost of the holes included. This binding was assumed, not calculated for NiO. If $\gamma_O$ at $\mu=0$ were 10 instead of 1.0 eV/nm², the onset would lie at −0.06 eV, out of reach at 1000 K at ordinary gas pressures. The example therefore shows how oxygen can create a facet, not that it does so in NiO.

Real oxides of this kind also contain metal vacancies in the bulk. In the example particle at 1000 K and 1 Torr, a vacancy on only $2\times10^{-5}$ of the metal sites would hold as much excess oxygen as the {111} facets. A measured total oxygen excess must be corrected for this before it is compared with $\sum_iA_i\Gamma_i$. The model also assumes that oxygen is the only adsorbing species. Water vapour can break this assumption by hydroxylating polar faces. If an adsorbate lowers $\gamma_O$ alone, by an amount that does not depend on $\mu$, each 1 eV/nm² moves the onset down by $1/6.546=0.15$ eV, or about 1.5 decades of oxygen pressure at 1000 K. A full O plane with one H per surface cell behaves differently. Its excess of half an O atom per cell and its one H atom are in the ratio of water, so at fixed water chemical potential its free energy does not depend on $\mu$. If an adsorbate lowers the octopolar energy by more than 0.608 eV/nm² and leaves $\gamma_{100}$ unchanged, {111} is present even without the O termination. If it also lowers $\gamma_{100}$ by $x$, the required lowering grows by $\sqrt3x$. Contact with a support breaks the free-standing assumption as well. For a flat, unstrained contact, the energy of the covered facet must be replaced by the interface energy minus the surface energy of the bare support, because the contact also removes support surface.

### Order of calculation

1. For each termination, obtain $\gamma_k^0$ from a slab with compensated polarity, and count $\Gamma_k$ from its atoms.
2. Convert temperature and pressure to $\mu$, and check that the bulk oxide is stable there.
3. Take the lowest $\gamma$ for each orientation, build $W$, and scale it to the required volume.
4. Locate thresholds from $\gamma_f=s_f$, not from changes of termination.
5. Repeat with the facet energies shifted by their estimated errors. Near onset the presence of a facet is sensitive to these shifts, while the energy at stake is small.

The numerical output lists the main inputs, the thresholds, and the plane distances and {111} shares of the shapes.

## Computed results

```
lattice constant 0.42 nm; (1x1) {111} cell 0.07638 nm^2
gamma100 6.0 eV/nm^2 = 0.961 J/m^2; gamma110 10.0 eV/nm^2
{111} O: gamma at mu=0 1.0 eV/nm^2, Gamma +6.546 nm^-2
{111} octopolar: gamma at mu=0 11.0 eV/nm^2, Gamma -0.000 nm^-2
{111} metal: gamma at mu=0 26.0 eV/nm^2, Gamma -6.546 nm^-2
oxide stability floor -2.5 eV; particle volume 1.000e+06 nm^3
gamma111 limits: appear 10.392, cuboctahedron 6.928, {100} gone 3.464 eV/nm^2
{110} would need gamma110 below 8.485 eV/nm^2 at most
termination metal/octopolar changes at -2.292 eV
termination octopolar/O changes at -1.528 eV
metal {111} present below -2.384 eV; ideal-gas pressure at 1000 K 8.29e-11 Torr
O {111} present above -1.435 eV; ideal-gas pressure at 1000 K 3.09e-01 Torr
cuboctahedron at -0.906 eV; ideal-gas pressure at 1000 K 6.66e+04 Torr
{100} absent above -0.376 eV; ideal-gas pressure at 1000 K 1.44e+10 Torr
at 760 Torr: O {111} present below 1262 K, {100} absent below 395 K
kT at 1000 K 0.08617 eV; mu per decade of pressure 0.0992 eV
T 1000 K, p 0.001 Torr: mu -1.682 eV, gamma111 11.000 eV/nm^2 (octopolar)
  {111} area share 0.00 %, excess O -0 atoms, Omega 360000 eV
  plane distances: {100} 50.00 nm, {111} 91.67 nm
T 1000 K, p 1 Torr: mu -1.384 eV, gamma111 10.061 eV/nm^2 (O)
  {111} area share 0.27 %, excess O 1039 atoms, Omega 359982 eV
  plane distances: {100} 50.00 nm, {111} 83.84 nm
T 1000 K, p 150 Torr: mu -1.168 eV, gamma111 8.647 eV/nm^2 (O)
  {111} area share 7.74 %, excess O 29180 atoms, Omega 357426 eV
  plane distances: {100} 50.36 nm, {111} 72.58 nm
T 1000 K, p 760 Torr: mu -1.098 eV, gamma111 8.190 eV/nm^2 (O)
  {111} area share 12.76 %, excess O 47191 atoms, Omega 354784 eV
  plane distances: {100} 50.74 nm, {111} 69.25 nm
T 700 K, p 150 Torr: mu -0.778 eV, gamma111 6.093 eV/nm^2 (O)
  {111} area share 57.79 %, excess O 198633 atoms, Omega 317872 eV
  plane distances: {100} 56.63 nm, {111} 57.51 nm
surface free energy of the cube 360000 eV
random bodies: smallest relative excess over Wulff 0.0290
neglected effects at 1000 K, as sizes for the O {111} onset:
vibration of excess O (3 modes of 50 meV): onset moves -0.137 eV
10 % softer {100} modes: gamma100 -0.633 eV/nm^2, onset +0.168 eV
configurational entropy, one site per cell: at most 0.782 eV/nm^2, 0.119 eV in onset
edge energy 2.52 eV/nm: onset +0.125 eV, first corner leg 8.8 nm
edge estimate of gamma111 gap 0.817, full scan 0.819 eV/nm^2
pressure factor for a 0.1 eV shift of onset 10.2
Gibbs-Thomson shift per formula unit 0.0044 eV
uncompensated polar stack: 210 uC/cm2, field 237 MV/cm (permittivity 10)
```
